# Thermal dissociation of low-pressure hydrogen from partition functions

## Question

A hot-filament source supplies atomic hydrogen for removing carbon or tin from optical surfaces. As an idealized reference for such a source, consider hydrogen in complete equilibrium,

$$\mathrm{H_2}\rightleftharpoons 2\,\mathrm{H},$$

at temperature $T=2000$ K and total pressure $P=5$ Pa. Both values refer to the hot gas itself; $P$ is not the pressure at which a cold vessel was filled. The gas is ideal, the atoms are in the 1s level, and the molecules are in their electronic ground state.

The dissociated fraction $\alpha$ is the fraction of the original molecules that have broken up. The atom mass is $m_H$, Boltzmann's constant is $k$, and $kT=0.17235$ eV.

The following molecular data were computed from a potential curve:

- dissociation energy from the lowest rovibrational level, $D_0=4.4811$ eV;
- vibrational quantum from $v=0$ to $v=1$, $h\nu=0.5161$ eV;
- rotational constant, $B=7.344$ meV, taken as half the spacing between $J=0$ and $J=1$.

The curve comes from coupled cluster with single and double excitations. For two electrons this is equivalent to full configuration interaction, because no higher excitations exist. The correlation energy was extrapolated from the cc-pVTZ and cc-pVQZ basis sets; the Hartree–Fock part and the atoms were kept at cc-pVQZ. Remaining basis error and relativistic, adiabatic and non-adiabatic corrections are left out. The last two digits of $D_0$ are not converged. One basis step higher (extrapolation from cc-pVQZ and cc-pV5Z, with the Hartree–Fock part and the atoms at cc-pV5Z), the well depth at 1.4 bohr falls by about 2 meV. This would move $D_0$ to about 4.479 eV, $K$ in part (e) to about 0.264 Pa and $\alpha$ to about 0.114. The extra digits below are kept only so that the arithmetic can be followed.

## Part (a): translation

**Derive the translational partition function of a particle of mass $m$ in a cubic box of side $L$, and state when the result holds.**

**Answer.** Along one edge the energies are $h^2n^2/(8mL^2)$ with $n=1,2,\dots$, so the sum needed is

$$s=\sum_{n=1}^{\infty}e^{-an^2},\qquad a=\frac{h^2}{8mL^2kT}.$$

If $a\ll1$, neighbouring terms differ little and the sum can be replaced by an integral:

$$s\simeq\int_0^\infty e^{-an^2}dn=\frac12\sqrt{\frac{\pi}{a}}
=\frac{L\sqrt{2\pi mkT}}{h}=\frac{L}{\Lambda},\qquad
\Lambda=\frac{h}{\sqrt{2\pi mkT}}.$$

The summand decreases with $n$, so the sum lies between the integrals starting at 1 and at 0. These differ by less than 1, and the relative error of $s$ is therefore below about $\Lambda/L$. The three directions are independent, which gives

$$q_{\rm tr}=s^3=\frac{V}{\Lambda^3},\qquad V=L^3.$$

At 2000 K, $\Lambda_H=38.89$ pm for the atom. The molecule has twice the mass, so $\Lambda_M=\Lambda_H/\sqrt2=27.50$ pm. For any vessel of laboratory size the integral is an excellent replacement.

## Part (b): internal states

**Write the complete partition functions of H and H₂ with a common energy zero. Include nuclear spin. Then estimate the internal factor of the molecule by treating it as a rigid rotor and harmonic oscillator.**

**Answer.** Take separated atoms at rest as the energy zero. The electron and the proton of an atom each have two spin states, so the atomic weight is $2\times2=4$:

$$q_H=\frac{4V}{\Lambda_H^3}.$$

The lowest molecular level lies at $-D_0$. Its Boltzmann factor is $e^{+D_0/kT}$, and

$$q_M=\frac{V}{\Lambda_M^3}\,q_{\rm int}\,e^{D_0/kT},\qquad
q_{\rm int}=\sum_{v,J}g_J(2J+1)e^{-(E_{vJ}-E_{00})/kT}.$$

The weight $g_J$ follows from the Pauli principle for the two protons. Their exchange must change the sign of the total wavefunction. The electronic ground state and the vibrational factor are symmetric under this exchange, while the rotational factor changes by $(-1)^J$. Even $J$ therefore needs the antisymmetric spin singlet, $g_J=1$, and odd $J$ needs the symmetric triplet, $g_J=3$.

For the estimate, set $b=B/kT=0.0426$. Because $b\ll1$, many rotational levels are occupied. Even and odd $J$ then each contribute half of the integral over all $J$. With $u=J(J+1)$ and $du=(2J+1)dJ$,

$$\frac12\int_0^\infty(2J+1)e^{-bJ(J+1)}dJ=\frac12\int_0^\infty e^{-bu}du=\frac1{2b}.$$

The rotational factor including spin is

$$q_{\rm rot}\simeq(1+3)\frac{1}{2b}=\frac{2kT}{B}
=\frac{2(0.17235)}{0.007344}=46.94.$$

The factor 2 is the nuclear-spin weight 4 divided by the symmetry number 2. Vibrational energies counted from $v=0$ are $v\,h\nu$, and their geometric series gives

$$q_{\rm vib}=\sum_{v=0}^\infty e^{-vh\nu/kT}
=\frac1{1-e^{-h\nu/kT}}=1.053.$$

Hence $q_{\rm int}\simeq49.41$. Rotation supplies nearly all of this number; vibration is barely excited because $h\nu$ is about three times $kT$.

## Part (c): the equilibrium condition

**Starting from $N$ molecules, of which $n$ dissociate, find the most probable $n$. Hence derive the equilibrium constant $K=p_H^2/p_M$, where $p_H$ and $p_M$ are partial pressures.**

**Answer.** There are $2n$ atoms and $N-n$ molecules. Particles of one kind are indistinguishable, so at low density the statistical weight of this composition is

$$W(n)=\frac{q_H^{2n}}{(2n)!}\,\frac{q_M^{N-n}}{(N-n)!}.$$

For large numbers, $\ln x!\simeq x\ln x-x$, whose derivative is $\ln x$. The argument $2n$ brings a factor 2, and the argument $N-n$ brings a minus sign:

$$\frac{d\ln W}{dn}=2\ln q_H-2\ln(2n)-\ln q_M+\ln(N-n)=0.$$

Exponentiating gives

$$\frac{(2n)^2}{N-n}=\frac{N_H^2}{N_M}=\frac{q_H^2}{q_M}.$$

This is a maximum, since the second derivative, $-2/n-1/(N-n)$, is negative. Its inverse magnitude is the variance of $n$ in the Gaussian approximation. The spread grows as $\sqrt N$ at fixed composition, so the relative spread vanishes as $1/\sqrt N$.

Each ideal-gas partial pressure is $p_i=N_ikT/V$. Therefore

$$K=\frac{p_H^2}{p_M}=\frac{kT}{V}\frac{N_H^2}{N_M}
=\frac{kT}{V}\frac{q_H^2}{q_M}.$$

Inserting the partition functions, and keeping the masses separate, gives

$$K=\frac{kT}{V}\,\frac{16V^2}{\Lambda_H^6}\,
\frac{\Lambda_M^3}{Vq_{\rm int}}e^{-D_0/kT}
=kT\,\frac{\Lambda_M^3}{\Lambda_H^6}\,\frac{16}{q_{\rm int}}\,e^{-D_0/kT}.$$

The volume cancels. Since $\Lambda_M^3=2^{-3/2}\Lambda_H^3$,

$$\frac{\Lambda_M^3}{\Lambda_H^6}=\frac1{2^{3/2}\Lambda_H^3}
=\left(\frac{2\pi\mu kT}{h^2}\right)^{3/2},\qquad \mu=\frac{m_H}{2}.$$

Thus

$$\boxed{K=kT\left(\frac{2\pi\mu kT}{h^2}\right)^{3/2}
\frac{16}{q_{\rm int}}\,e^{-D_0/kT}}$$

The mass $\mu$ is the reduced mass of two atoms. One molecule has three translational coordinates and two free atoms have six. The additional three are those of relative motion. In the molecule this motion is confined to rotation and vibration; on dissociation it becomes free, and at low density many more states are then open to it.

## Part (d): from $K$ to the dissociated fraction

**Express $\alpha$ in terms of $K$ and the total pressure. Discuss the limits of high and low pressure at fixed temperature.**

**Answer.** With $n=\alpha N$, there are $2\alpha N$ atoms and $(1-\alpha)N$ molecules, in total $(1+\alpha)N$ particles. Hence

$$p_H=\frac{2\alpha}{1+\alpha}P,\qquad p_M=\frac{1-\alpha}{1+\alpha}P.$$

Substitution gives

$$K=\frac{4\alpha^2P^2}{(1+\alpha)^2}\,
\frac{1+\alpha}{(1-\alpha)P}
=\frac{4\alpha^2P}{1-\alpha^2}.$$

Multiply by $1-\alpha^2$ and collect the terms in $\alpha^2$:

$$K=(K+4P)\alpha^2,\qquad
\boxed{\alpha=\sqrt{\frac{K}{K+4P}}}$$

The positive root is taken because $\alpha$ is a fraction.

For $P\gg K$, $\alpha\simeq\frac12\sqrt{K/P}$. Compression favours molecules because recombination halves the number of particles. For $P\ll K$,

$$\alpha=\left(1+\frac{4P}{K}\right)^{-1/2}\simeq1-\frac{2P}{K},$$

and the gas becomes atomic. Half the molecules are dissociated when $K=4P/3$.

## Part (e): the numerical result

**Summing the bound levels found on the computed curve between 0.5 and 3.5 bohr gives $q_{\rm int}=52.06$; levels near dissociation, which this range distorts, have negligible weight at 2000 K. Calculate $K$, $\alpha$ and the mole fraction of atoms. Compare with the estimate of part (b), and explain the difference in $q_{\rm int}$.**

**Answer.** The factors are

$$kT\left(\frac{2\pi\mu kT}{h^2}\right)^{3/2}=1.660\times10^{11}\ \text{Pa},\qquad
\frac{16}{q_{\rm int}}=0.3073,$$

$$\frac{D_0}{kT}=\frac{4.4811}{0.17235}=26.00,\qquad
e^{-D_0/kT}=5.107\times10^{-12}.$$

Their product is $K=0.2606$ Pa. Then

$$\alpha=\sqrt{\frac{0.2606}{0.2606+4(5)}}=\sqrt{0.01286}=0.1134.$$

**About 11 percent of the molecules are dissociated.** The mole fraction of atoms is a different quantity:

$$x_H=\frac{2\alpha}{1+\alpha}=\frac{0.2268}{1.1134}=0.204.$$

The partial pressures are 1.02 Pa of atoms and 3.98 Pa of molecules.

Breaking the bond costs 26 times $kT$, yet dissociation is appreciable. The small Boltzmann factor is offset by the large translational factor, and 5 Pa is low enough for the gain in available states to matter.

The estimate $q_{\rm int}=49.41$ gives $\alpha=0.1164$, which is 2.6 percent above the level-sum value. The level sum is 5.4 percent larger than the estimate. Part of this comes from replacing the rotational sum by an integral. For $f(J)=(2J+1)e^{-bJ(J+1)}$, the Euler–Maclaurin formula adds

$$\frac{f(0)}2-\frac{f'(0)}{12}+\dots
\simeq\frac12-\frac{2}{12}=\frac13$$

to $1/b$, at leading order in $b$. The relative correction is $b/3=1.4$ percent. The remaining 3.9 percent is the departure of the computed levels from a rigid rotor and harmonic oscillator with the same $B$ and $h\nu$: stretching by rotation, coupling of rotation to vibration, and anharmonicity. These lower the excited levels on balance, since the sum increases. On an aug-cc-pVTZ curve, which gives the same 3.9 percent, stretching by rotation supplies about 3.5 percent, the coupling about 0.3 percent and anharmonicity less than 0.1 percent.

## Part (f): a sealed vessel

**Now fix the volume instead of the pressure. The vessel holds enough hydrogen to exert $P_u=5$ Pa at 2000 K if none of it dissociated. Find $\alpha$ and the actual pressure.**

**Answer.** Dissociation raises the particle number by the factor $1+\alpha$, so $P=(1+\alpha)P_u$. Inserting this in the result of part (d),

$$K=\frac{4\alpha^2(1+\alpha)P_u}{(1-\alpha)(1+\alpha)}
=\frac{4\alpha^2P_u}{1-\alpha}.$$

Hence $4P_u\alpha^2+K\alpha-K=0$, with positive root

$$\alpha=\frac{-K+\sqrt{K^2+16KP_u}}{8P_u}
=\frac{-0.2606+4.5734}{40}=0.1078.$$

The pressure is $1.1078\times5=5.54$ Pa. Dissociation is slightly weaker than in part (e) because the pressure has risen.

This case also tests the most-probable-composition argument. For $N=20\,000$ molecules, an explicit sum over every $n$, weighted by $W(n)$, gives a mean fraction of 0.10781. With $Z=\sum_nW(n)$, the pressure $kT\,\partial\ln Z/\partial V$ is 5.5391 Pa. The formula of part (d), evaluated at that pressure, also gives 0.10781.

## Part (g): sensitivity

**Find how $\alpha$ responds to small errors in $D_0$ and $T$ at fixed $P$. The mean internal energy of a molecule above its lowest level is $\langle E_{\rm int}\rangle=0.2056$ eV. What precision does the result deserve?**

**Answer.** From $\ln\alpha=\frac12\ln K-\frac12\ln(K+4P)$,

$$\frac{\partial\ln\alpha}{\partial\ln K}
=\frac12\left(1-\frac{K}{K+4P}\right)=\frac{1-\alpha^2}{2}.$$

At fixed $T$ and $q_{\rm int}$, $\partial\ln K/\partial D_0=-1/kT$. Thus

$$\frac{\partial\ln\alpha}{\partial D_0}
=-\frac{1-\alpha^2}{2kT}=-2.864\ \text{eV}^{-1}.$$

An increase of 0.01 eV in $D_0$ lowers $\alpha$ by about 2.9 percent of its value. Without extrapolation, the cc-pVQZ curve gives $D_0=4.4619$ eV, lower by 0.0192 eV. The derivative predicts a factor $e^{0.055}=1.057$ and hence $\alpha=0.1198$, in agreement with the full calculation on that curve. This shift shows the sensitivity to the electronic treatment; it is not an error bound. Two digits, $\alpha\simeq0.11$, are a reasonable statement of the result.

For temperature, $kT(2\pi\mu kT/h^2)^{3/2}$ varies as $T^{5/2}$, and differentiating the level sum gives $d\ln q_{\rm int}/dT=\langle E_{\rm int}\rangle/kT^2$. Therefore

$$\frac{d\ln K}{dT}=\frac{5}{2T}-\frac{\langle E_{\rm int}\rangle}{kT^2}
+\frac{D_0}{kT^2}=\frac{\Delta H}{kT^2},$$

$$\Delta H=D_0+\tfrac52kT-\langle E_{\rm int}\rangle
=4.4811+0.4309-0.2056=4.706\ \text{eV}.$$

This is the reaction enthalpy per molecule. Two atoms have enthalpy $5kT$, while the molecule has $\frac52kT+\langle E_{\rm int}\rangle-D_0$; their difference is $\Delta H$. It follows that

$$\frac{\partial\ln\alpha}{\partial T}
=\frac{1-\alpha^2}{2}\frac{\Delta H}{kT^2}
=0.0067\ \text{K}^{-1}.$$

An error of 10 K changes $\alpha$ by about 7 percent of its value. Over 100 K the response is no longer linear: at 5 Pa, the full formula gives 0.056 at 1900 K and 0.214 at 2100 K.

Pressure matters less steeply. At 2000 K, $\alpha$ is 0.340 at 0.5 Pa and 0.036 at 50 Pa. The second change, from 5 to 50 Pa, is close to the factor $\sqrt{10}$ of the high-pressure limit; the first is smaller because $K$ is no longer negligible beside $4P$.

## Part (h): validity in a real source

**Assess the ideal-gas and ground-state assumptions. Then decide whether the gas can reach equilibrium by itself. Use a rough collision diameter $d=0.3$ nm and a rough three-body recombination constant $k_3=10^{-32}$ cm⁶/s, taken equal for all third bodies.**

**Answer.** The total number density is $n_t=P/kT=1.81\times10^{14}$ cm⁻³. Quantum degeneracy is measured by $n_t\Lambda_H^3=1.1\times10^{-11}$, so the factorial counting of part (c) is justified. The particles fill only a tiny part of the volume, $n_td^3\simeq5\times10^{-9}$. Apart from the bonding already counted in $\mathrm{H_2}$, their attractions are weak beside $kT$, so forces between separate particles are negligible as well. There are about $8\times10^{-26}$ atoms in the $n=2$ level per ground-state atom. For ionization of the atoms alone, $\mathrm{H}\rightleftharpoons\mathrm{H^+}+e^-$, equilibrium gives about $2\times10^{-14}$ ions per atom; molecular ions and electrons emitted by a filament are not included. None of these effects matters to $\alpha$ at the stated precision.

Reaching equilibrium is a separate matter. Let $n_H$ and $n_M$ be the number densities of atoms and molecules. Each recombination removes two atoms, and detailed balance fixes the reverse rate:

$$\frac{dn_H}{dt}=-2k_3n_t(n_H^2-K_cn_M),\qquad
K_c=\left(\frac{n_H^2}{n_M}\right)_{\rm eq}.$$

At fixed volume, atom conservation gives $\delta n_M=-\delta n_H/2$. The bracket vanishes at equilibrium, so a change in $n_t$ does not contribute to first order. A small disturbance decays with time constant

$$\tau=\frac1{2k_3n_t\left(2n_H+K_c/2\right)}
\simeq3.5\times10^3\ \text{s}.$$

This is about an hour for the assumed $k_3$. That value is typical of room temperature. With H₂ as third body the constant is several times smaller at 2000 K, which would lengthen $\tau$ to some hours. A gas that flows through the source in seconds cannot equilibrate by gas-phase collisions alone. A hot surface can supply a faster path. A catalyst leaves $K$ unchanged, because $K$ contains only properties of the free gas species.

The model also assumes a uniform temperature, which a source with a hot filament and cold walls need not have. The mean free path, $1/(\sqrt2\pi d^2n_t)$, is 1.4 cm, comparable with the size of a small source, so molecules can travel between cold walls and the filament without sharing one local temperature. The value 0.11 then describes a gas equilibrated at 2000 K, not necessarily the chamber. If the gas instead equilibrated at 1900 K and the same pressure, $\alpha$ would be halved. With incomplete equilibration, a rate and transport calculation is needed.

At 300 K and 5 Pa the equilibrium fraction is only about $3\times10^{-34}$. Atoms delivered to a cool optic are therefore far from equilibrium and survive because recombination takes time. In free flight at its mean thermal speed for 2000 K, an atom crosses 1 cm in 1.5 µs. In gas at 300 K and 5 Pa the mean free path is only about 0.2 cm, so the crossing is diffusive and takes tens of microseconds. The relevant gas-phase time there is not $\tau$ but $1/(2k_3n_tn_H)$ at the higher density, about 170 s for the same atom fraction. This is still far longer than the transit. Recombination on walls is not included in $\tau$ and can reduce the delivered flux. The numerical output below collects the values used here.

## Computed results

```
Temperature: 2000 K
Total pressure: 5 Pa
kT: 0.17235 eV
Atom energy, cc-pVQZ: -0.4999456 hartree
Bond length: 1.402 bohr
Well depth De, extrapolated: 4.7513 eV
Zero-point energy: 0.2702 eV
D0, extrapolated: 4.4811 eV
D0, plain cc-pVQZ: 4.4619 eV
Vibrational quantum v=0 to 1: 0.5161 eV
Rotational constant B: 7.344 meV
Curve interpolation error: 7.6e-07 hartree
Thermal wavelength H: 38.89 pm
Thermal wavelength H2: 27.5 pm
(2 pi mu kT/h^2)^(3/2): 6.013e+30 m^-3
kT times that factor: 1.66e+11 Pa
q_int, level sum: 52.06
16/q_int: 0.3073
D0/kT: 26
exp(-D0/kT): 5.107e-12
K: 0.2606 Pa
Dissociated fraction alpha: 0.1134
Dissociated fraction: 11.3 percent
Mole fraction of atoms: 0.2037
Partial pressure H: 1.019 Pa
Partial pressure H2: 3.981 Pa
Hand q_rot with spins: 46.94
Hand q_vib: 1.053
Hand q_int: 49.41
Hand alpha: 0.1164
alpha, plain cc-pVQZ: 0.1198
Canonical sum: molecules N: 20000
Canonical sum: pressure: 5.5391 Pa
Canonical sum: alpha: 0.10781
Formula at that pressure: alpha: 0.10781
Mean internal energy: 0.2056 eV
Reaction enthalpy: 4.706 eV
d ln alpha/dD0: -2.864 1/eV
alpha at 1900 K, 5 Pa: 0.05558
alpha at 2100 K, 5 Pa: 0.2137
alpha at 2000 K, 0.5 Pa: 0.3395
alpha at 2000 K, 50 Pa: 0.03607
alpha at 300 K, 5 Pa: 2.8e-34
Atoms in n=2 per ground-state atom: 7.7e-26
Ionized fraction of atoms: 1.7e-14
Degeneracy n_tot*Lambda_H^3: 1.1e-11
Rough collision diameter (input): 0.3 nm
Mean free path: 1.4 cm
Rough three-body constant (input): 1e-32 cm^6/s
Gas-phase relaxation time: 3.5e+03 s
Time for an H atom to fly 1 cm: 1.5 us
```
